# Todorov's Equation and the Mass Formula for Two Charged Scalars

Consider first a spinless particle of mass $m$ bound to an opposite unit charge that is too heavy to move. In units $\hbar=c=1$, with $\alpha$ the fine-structure constant, the potential energy is $-\alpha/r$. The Klein-Gordon equation for a state of energy $\varepsilon$ is

$$\left[\left(\varepsilon+\frac{\alpha}{r}\right)^2-m^2-\mathbf p^2\right]\psi=0 .\tag{1}$$

Write $\psi=u(r)Y_{lm}/r$ and $\kappa^2=m^2-\varepsilon^2>0$. Expanding the square gives

$$u''+\left[-\kappa^2+\frac{2\varepsilon\alpha}{r}-\frac{l(l+1)-\alpha^2}{r^2}\right]u=0 .$$

This is a Schrödinger-Coulomb equation with a changed centrifugal term. Set $l(l+1)-\alpha^2=\lambda(\lambda+1)$, which is the same as $(\lambda+\tfrac12)^2=(l+\tfrac12)^2-\alpha^2$. For $\alpha<l+\tfrac12$ the roots are real. We take the less singular one, which becomes the regular solution when $\alpha\to0$:

$$\lambda=l-\delta_l,\qquad \delta_l=l+\tfrac12-\sqrt{(l+\tfrac12)^2-\alpha^2}.\tag{2}$$

With $u=e^{-\kappa r}\sum_k a_k r^{\lambda+1+k}$, the coefficient of $r^{\lambda+k}$ in the equation requires

$$a_{k+1}\left[(\lambda+k+2)(\lambda+k+1)-\lambda(\lambda+1)\right]=2a_k\left[\kappa(\lambda+1+k)-\varepsilon\alpha\right].$$

If the series did not end, $a_{k+1}/a_k$ would approach $2\kappa/k$, the sum would grow as $e^{2\kappa r}$, and $u$ would not be normalizable. It must therefore end, at some $k=n-l-1$ with $n=l+1,l+2,\dots$. Then $\varepsilon\alpha=\kappa(n-\delta_l)$. Squaring this and solving for the positive energy gives

$$\varepsilon=m\left[1+\frac{\alpha^2}{(n-\delta_l)^2}\right]^{-1/2}.\tag{3}$$

For $\alpha=0.4$ and the 1s state, $\delta_0=0.5-0.3=0.2$ and $\varepsilon/m=1/\sqrt{1.25}\approx0.8944$.

Now let the second charge have a finite mass. The masses are $m_1$ and $m_2$, the particles are distinguishable and spinless, and $w$ is the total energy in their centre-of-mass frame, the mass of the bound state. Radiative corrections, internal structure and annihilation are left out. We use

$$M=m_1+m_2,\qquad \mu=\frac{m_1m_2}{M},\qquad \nu=\frac{\mu}{M}.$$

When the particles are free, with momenta $\pm\mathbf p$ and $|\mathbf p|=b$, their energies $E_1$ and $E_2$ add to $w$. From $E_1^2-E_2^2=m_1^2-m_2^2$ it follows that $E_1=(w^2+m_1^2-m_2^2)/(2w)$. Define

$$\varepsilon_w=\frac{w^2-m_1^2-m_2^2}{2w},\qquad m_w=\frac{m_1m_2}{w}.\tag{4}$$

Then $E_1=\varepsilon_w+m_1^2/w$, and

$$b^2=E_1^2-m_1^2=\varepsilon_w^2+\frac{m_1^2}{w^2}\left(2w\varepsilon_w+m_1^2-w^2\right)=\varepsilon_w^2-m_w^2,\tag{5}$$

because the bracket equals $-m_2^2$. The relative motion of two free particles thus has the kinematics of one particle with energy $\varepsilon_w$ and mass $m_w$.

The quasipotential method keeps this three-dimensional form when the particles interact. At fixed $w$ one writes

$$\left[\mathbf p^2+V_w\right]\psi=b^2(w)\,\psi\tag{6}$$

and chooses $V_w$ so that the equation reproduces the scattering amplitude of field theory on the mass shell. Relative time does not appear. The amplitude does not fix $V_w$ off the shell, so there is freedom in its form; we look for a local one.

At first order in $\alpha$ the amplitude is one-photon exchange. The coupling of a scalar is its charge times the sum of its initial and final four-momenta. With $\mathbf q=\mathbf p'-\mathbf p$ and a sign that makes attraction positive,

$$\mathcal M=\frac{4\pi\alpha}{q^2}\,(p_1+p_1')\cdot(p_2+p_2').$$

In the centre-of-mass frame the photon carries no energy on shell. The product of four-vectors is $4E_1E_2+|\mathbf p+\mathbf p'|^2$, and $|\mathbf p+\mathbf p'|^2=4b^2-q^2$. Moreover $E_1E_2+b^2=p_1\cdot p_2=(w^2-m_1^2-m_2^2)/2=w\varepsilon_w$. Hence

$$(p_1+p_1')\cdot(p_2+p_2')=4w\varepsilon_w-q^2.\tag{7}$$

The scattering amplitude is $f=\mathcal M/(8\pi w)$ in the relativistic normalization, and $f=-\tilde V/(4\pi)$ in the Born approximation to (6). Therefore $\tilde V=-\mathcal M/(2w)$, or

$$\tilde V(\mathbf q)=-\frac{8\pi\alpha\varepsilon_w}{q^2}+\frac{2\pi\alpha}{w},\qquad V^{(1)}=-\frac{2\varepsilon_w\alpha}{r}+\frac{2\pi\alpha}{w}\,\delta^3(\mathbf r).\tag{8}$$

The first term is the cross term of $(\varepsilon_w+\alpha/r)^2$. The second comes from the $-q^2$ in (7), which cancels the photon pole and leaves a repulsion of zero range. It is negligible in scattering at small $q$, but a bound s state has density at the origin and feels it.

In an atom $1/r\sim\mu\alpha$, so a term $\alpha^2/r^2$ in $V_w$ also changes the energy at order $\alpha^4$. We add $-c\,\alpha^2/r^2$, where $c$ might depend on the masses, and determine $c$ by comparison with an independent Hamiltonian. If one number $c$ serves for every state, the local form is justified at this order.

Let $w=M+E$, with $E$ of order $\alpha^2$. From (4), $\varepsilon_w=\mu$ at $w=M$, and differentiation gives $\varepsilon_w'=1-\varepsilon_w/w$. At threshold, therefore,

$$\varepsilon_w'=1-\nu,\qquad \varepsilon_w''=-\frac{\varepsilon_w'}{w}+\frac{\varepsilon_w}{w^2}=-\frac{1-2\nu}{M}.$$

Also $m_w^2=\mu^2(1+E/M)^{-2}=\mu^2(1-2E/M+3E^2/M^2+\dots)$. In $b^2=\varepsilon_w^2-m_w^2$ the linear coefficient is $2\mu(1-\nu)+2\mu\nu=2\mu$. The quadratic one is $(1-\nu)^2-\nu(1-2\nu)-3\nu^2=1-3\nu$. Thus

$$b^2=2\mu E+(1-3\nu)E^2+\dots,\qquad \varepsilon_w=\mu+(1-\nu)E+\dots\tag{9}$$

At leading order (6) is the Schrödinger equation with $H_0=\mathbf p^2/(2\mu)-\alpha/r$ and $E_0=-\mu\alpha^2/(2n^2)$. Let $E=E_0+E_1$, where $E_1$ from here on denotes the shift of order $\alpha^4$, not the energy of particle 1. The average of (6) in the Schrödinger state gives, at order $\alpha^4$,

$$2\mu E_1=-2(1-\nu)E_0\alpha\left\langle\frac1r\right\rangle-c\,\alpha^2\left\langle\frac1{r^2}\right\rangle-(1-3\nu)E_0^2+\frac{2\pi\alpha}{M}|\psi(0)|^2.\tag{10}$$

The independent reference is the Breit Hamiltonian for scalars,

$$H'=-\frac{\mathbf p^4}{8}\left(\frac1{m_1^3}+\frac1{m_2^3}\right)-\frac{\alpha}{2m_1m_2}\,p_i\left(\frac{\delta_{ij}}{r}+\frac{r_ir_j}{r^3}\right)p_j .\tag{11}$$

The first part is the next term of $\sqrt{m_1^2+\mathbf p^2}+\sqrt{m_2^2+\mathbf p^2}$. The second is exchange of a transverse photon in Coulomb gauge, between opposite charges moving with velocities $\mathbf p/m_1$ and $-\mathbf p/m_2$. Opposite charges with opposite velocities carry parallel currents, which attract, hence the minus sign. To see its form, note that $(\delta_{ij}+r_ir_j/r^2)/(2r)=\delta_{ij}/r-\tfrac12\partial_i\partial_jr$. The transforms of $1/r$ and $r$ are $4\pi/q^2$ and $-8\pi/q^4$, so the kernel becomes $(4\pi/q^2)(\delta_{ij}-q_iq_j/q^2)$, the transverse propagator without retardation.

There is no Darwin term in (11). The charge density of a scalar carries the factor $(E+E')/(2\sqrt{EE'})$, where $E$ and $E'$ are here its energies before and after the exchange. This differs from one by a term quadratic in $E-E'$, which is too small to matter at order $\alpha^4$. Retardation, virtual pairs and double transverse exchange are likewise beyond this order.

For the kinetic part, $m_1^3+m_2^3=M^3-3m_1m_2M$ and $m_1m_2=\mu M=\nu M^2$ give $1/m_1^3+1/m_2^3=(1-3\nu)/\mu^3$. Since $\mathbf p^2\psi=2\mu(E_0+\alpha/r)\psi$, its contribution to $2\mu E_1$ is

$$-(1-3\nu)\left[E_0^2+2E_0\alpha\left\langle\frac1r\right\rangle+\alpha^2\left\langle\frac1{r^2}\right\rangle\right].\tag{12}$$

For the magnetic part, let $B$ be the average of $p_i(\delta_{ij}/r+r_ir_j/r^3)p_j$. After an integration by parts, $B=\int(|\nabla\psi|^2+|\partial_r\psi|^2)/r$. The angular part of the gradient contributes $l(l+1)|\psi|^2/r^2$ to $|\nabla\psi|^2$ after integration over angles, so

$$B=2\int\frac{|\nabla\psi|^2}{r}\,d^3r-l(l+1)\left\langle\frac1{r^3}\right\rangle,$$

where the last term is absent for $l=0$. Next use $|\nabla\psi|^2=\tfrac12\nabla^2|\psi|^2+\mathrm{Re}\,\psi^*\mathbf p^2\psi$ and $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$:

$$\int\frac{|\nabla\psi|^2}{r}\,d^3r=-2\pi|\psi(0)|^2+2\mu E_0\left\langle\frac1r\right\rangle+2\mu\alpha\left\langle\frac1{r^2}\right\rangle .$$

The average of $1/r^3$ follows from the balance of radial forces. Write the Schrödinger radial equation as $u''=Fu$, with $F=l(l+1)/r^2-2\mu\alpha/r-2\mu E_0$, multiply by $u'$ and integrate. The left side is $-\tfrac12u'(0)^2$. The right side is $-\tfrac12\int F'u^2dr$, since $Fu^2$ vanishes at both ends. With $u'(0)^2=4\pi|\psi(0)|^2$ this becomes

$$l(l+1)\left\langle\frac1{r^3}\right\rangle+2\pi|\psi(0)|^2=\mu\alpha\left\langle\frac1{r^2}\right\rangle .\tag{13}$$

Together these relations give

$$B=4\mu E_0\left\langle\frac1r\right\rangle+3\mu\alpha\left\langle\frac1{r^2}\right\rangle-2\pi|\psi(0)|^2 .\tag{14}$$

The magnetic energy is $-\alpha B/(2\mu M)$, so it contributes $-\alpha B/M$ to $2\mu E_1$. Adding (12), we find for the coefficient of $E_0\alpha\langle1/r\rangle$ the value $-2(1-3\nu)-4\nu=-2(1-\nu)$, as in (10). The coefficient of $\alpha^2\langle1/r^2\rangle$ is $-(1-3\nu)-3\nu=-1$. The terms with $E_0^2$ and $|\psi(0)|^2$ also agree with (10). Hence

$$c=1$$

for every mass ratio and every state. In the coefficient of $\alpha^2\langle1/r^2\rangle$ the mass dependence of the kinetic part is cancelled by magnetism; in the terms with $E_0\alpha\langle1/r\rangle$ and $E_0^2$ some of it remains. In s states (13) makes $\langle1/r^2\rangle$ proportional to $|\psi(0)|^2$, so energies alone could not separate the two terms there; states with $l\ge1$ fix $c$, and the one-photon amplitude fixes the contact term.

The Coulomb terms now complete a square. Without the contact term, (6) is Todorov's equation,

$$\left[\left(\varepsilon_w+\frac{\alpha}{r}\right)^2-m_w^2-\mathbf p^2\right]\psi=0 .\tag{15}$$

It is (1) with $\varepsilon\to\varepsilon_w$ and $m\to m_w$. These depend on $w$ but not on $r$, so the radial solution carries over and $\varepsilon_w=m_w[1+\alpha^2/(n-\delta_l)^2]^{-1/2}$. Multiplication by $2w$ removes the implicit dependence on $w$ and gives the Brezin-Itzykson-Zinn-Justin mass formula with quantum defect:

$$w^2=m_1^2+m_2^2+2m_1m_2\left[1+\frac{\alpha^2}{(n-\delta_l)^2}\right]^{-1/2}.\tag{16}$$

If $\alpha^2/r^2$ is dropped from (15), then $\lambda=l$ and (16) holds with $\delta_l=0$. That version is degenerate in $l$ and lacks part of the $\alpha^4$ shift.

To expand (16), let $F_n$ be the inverse square root. Since $w^2=M^2+2m_1m_2(F_n-1)$,

$$w=M+\mu(F_n-1)-\frac{\mu^2}{2M}(F_n-1)^2+\dots$$

From (2), $\delta_l=\alpha^2/(2l+1)+\dots$, so $(n-\delta_l)^{-2}=n^{-2}+2\alpha^2/[n^3(2l+1)]+\dots$ and

$$F_n-1=-\frac{\alpha^2}{2n^2}-\frac{\alpha^4}{n^3(2l+1)}+\frac{3\alpha^4}{8n^4}+\dots$$

The result is

$$w=M-\frac{\mu\alpha^2}{2n^2}+\mu\alpha^4\left[\frac{3}{8n^4}-\frac{1}{n^3(2l+1)}-\frac{\nu}{8n^4}\right]+\dots\tag{17}$$

The contact term must be added. By (10) its energy is $\pi\alpha|\psi(0)|^2/(\mu M)$, and $|\psi(0)|^2=(\mu\alpha)^3\delta_{l0}/(\pi n^3)$, so

$$\Delta E_{\rm c}=\frac{\mu^2\alpha^4}{Mn^3}\,\delta_{l0}=\nu\mu\alpha^4\frac{\delta_{l0}}{n^3}.\tag{18}$$

The mass formula by itself therefore has the full $\alpha^4$ spectrum of two scalars for $l\ge1$, but not for s states; (17) and (18) together have it for all $l$. The delta function is to be used at first order with the Schrödinger density. The s solutions of (15) behave as $r^{-\delta_0}$ at the origin, where their density diverges, so its average in them is not defined. The sum of (17) and (18) was tested against (11), with hydrogenic integrals done in closed form, for the ten states with $n\le4$ and three pairs of masses.

For a numerical case take $m_1=1$ and $m_2=3$ electron masses, so that $\mu=0.75$ and $\nu=0.1875$. An energy of $\alpha^2$ electron masses is one hartree. The unit $\mu\alpha^4$ is then $0.75\times(0.00729735)^2$ hartree, or 39.94 microhartree. For 1s, (17) gives

$$39.94\left(\frac38-1-\frac{0.1875}{8}\right)=-25.90\ \text{microhartree},$$

and (18) gives $39.94\times0.1875=+7.49$ microhartree. Their sum, $-18.41$, is the Breit shift, made up of $-10.92$ from kinetic energy and $-7.49$ from magnetism. The contact and magnetic shifts of 1s have equal size. This is special to $n=1$: with $\langle1/r\rangle=\mu\alpha/n^2$ and, for s states, $\langle1/r^2\rangle=2(\mu\alpha)^2/n^3$, (14) gives a magnetic shift of $-\nu\mu\alpha^4(2/n^3-1/n^4)$, which equals $-\Delta E_{\rm c}$ at $n=1$. For 2s the two are $-1.40$ and $+0.94$ microhartree.

The 2s and 2p levels coincide in the Schrödinger theory, so their splitting shows the omission clearly. The mass formula gives $-\tfrac18(1-\tfrac13)\mu\alpha^4=-3.33$ microhartree for $E(2s)-E(2p)$. The contact term raises 2s by 0.94, and the splitting becomes $-2.39$ microhartree, or $-65.1$ microelectronvolt. Without it the size of the splitting is too large by 39 percent of the full $\alpha^4$ value. The terms of (16) beyond $\alpha^4$ change the 1s energy by about $-0.003$ microhartree. That is not an estimate of the neglected QED effects, which begin at order $\alpha^5$.

The opening case must return when $m_2\to\infty$. Let $\varepsilon$ be the Klein-Gordon energy (3) with $m=m_1$. Then (16) reads $w^2=m_2^2+2m_2\varepsilon+m_1^2$. Expanding the square root to first order in $1/m_2$, and keeping the square of $2\varepsilon/m_2$, we get

$$w-m_2=\varepsilon+\frac{m_1^2-\varepsilon^2}{2m_2}+\dots\tag{19}$$

The contact shift (18) vanishes as $1/m_2$, so the limit holds for s states too. It is, however, of the same order in $1/m_2$ as the recoil term of (19): for s states it adds $m_1^2\alpha^4/(m_2n^3)$, which (19), derived from (16) alone, leaves out. This counting holds at leading order in $\alpha$, with the Schrödinger density. At strong coupling the s density grows as $r^{-2\delta_0}$, so a contact term spread over a distance of order $1/w$ would fall only as $m_2^{-(1-2\delta_0)}$, which is $m_2^{-0.6}$ at $\alpha=0.4$. It still vanishes for $\alpha<\tfrac12$, but more slowly than the recoil term. For weak binding $m_1^2-\varepsilon^2\approx m_1^2\alpha^2/n^2$. The correction is then $m_1^2\alpha^2/(2m_2n^2)$, which is the change of $-\mu\alpha^2/(2n^2)$ when $m_1$ is replaced by $\mu\approx m_1-m_1^2/m_2$.

At $\alpha=0.4$ and $m_1=1$, the 1s value of $w-m_2$ from (16), without the contact term, is 0.9200, 0.9036, 0.8954 and 0.8945 electron masses for $m_2=3$, 10, 100 and 1000; the limit is 0.8944. The recoil coefficient of (16) is $(1-0.8)/2=0.1$. For $m_2=100$, (19) gives $0.8944+0.0010=0.8954$, as found. For $m_2=10$ it gives 0.9044 instead of 0.9036, so the next order in $1/m_2$ is visible.

The opposite case is equal masses, $m_1=m_2=m$. Here $\nu=\tfrac14$, its largest value, because $m_1m_2\le M^2/4$. The contact shift then has its greatest weight relative to $\mu\alpha^4$. For 1s the bracket in (17) is $-\tfrac{21}{32}$ and the contact term adds $\tfrac{8}{32}$, leaving $-\tfrac{13}{32}$.

Strong coupling also shows what the inverse-square attraction does. With $m_1=1$, $m_2=3$ and $\alpha=0.4$, the 1s mass is 3.9200 electron masses. Without $\alpha^2/r^2$ it is 3.9460, so the binding energy $M-w$ falls from 0.0800 to 0.0540. Both values were tested by solving the radial equation on a grid. They are properties of (15) and of its truncated form, not predictions of full QED, since the contact term has no defined average in the s solutions of (15) and the higher exchanges are left out.

Equation (15) has its own limit. At $\alpha=l+\tfrac12$ the root in (2) vanishes. For 1s this happens at $\alpha=\tfrac12$, where $n-\delta_0=\tfrac12$ and $w=\sqrt{10+6/\sqrt2}\approx3.774$ electron masses, still far above zero. For larger $\alpha$ the exponent $\lambda$ is complex. Both solutions then oscillate at the origin with equal amplitude, and neither is the less singular one. The rule used in (2) to select the s solution, which is needed below the limit too because both solutions are normalizable there, then fails, and another condition at short distance must replace it. The limit does not depend on the masses, because the coefficient of $\alpha^2/r^2$ does not. The energy shifts and the masses $w$ computed from (16) are listed with more digits in the numerical output; the other values quoted follow from them or from the formulas by the arithmetic shown.

## Values computed for the example and the checks

```
alpha = 0.0072973526 (dimensionless)
m1 = 1.0, m2 = 3.0, M = 4.0, mu = 0.7500 (electron masses)
nu = mu/M = 0.1875 (dimensionless)
largest alpha^4 mismatch, 10 states x 3 mass pairs = 1.4e-12 (mu alpha^4)
1s: nonrelativistic energy = -0.375000 hartree
1s: Breit kinetic shift = -10.92069 microhartree
1s: Breit magnetic shift = -7.48847 microhartree
1s: Breit total shift = -18.40916 microhartree
1s: mass-formula alpha^4 shift = -25.89763 microhartree
1s: contact shift = 7.48847 microhartree
1s: mass formula, w - M = -0.3750259006 hartree
1s: mass formula beyond alpha^4 = -2.92e-03 microhartree
2s: nonrelativistic energy = -0.093750 hartree
2s: Breit kinetic shift = -1.77461 microhartree
2s: Breit magnetic shift = -1.40409 microhartree
2s: Breit total shift = -3.17870 microhartree
2s: mass-formula alpha^4 shift = -4.11476 microhartree
2s: contact shift = 0.93606 microhartree
2s: mass formula, w - M = -0.0937541151 hartree
2s: mass formula beyond alpha^4 = -3.81e-04 microhartree
2p: nonrelativistic energy = -0.093750 hartree
2p: Breit kinetic shift = -0.31852 microhartree
2p: Breit magnetic shift = -0.46803 microhartree
2p: Breit total shift = -0.78655 microhartree
2p: mass-formula alpha^4 shift = -0.78655 microhartree
2p: contact shift = 0.00000 microhartree
2p: mass formula, w - M = -0.0937507866 hartree
2p: mass formula beyond alpha^4 = -1.01e-05 microhartree
E(2s)-E(2p), mass formula alone = -3.32821 microhartree
E(2s)-E(2p), with contact term = -2.39215 microhartree
E(2s)-E(2p), with contact term = -65.094 microelectronvolt
strong coupling alpha = 0.4 (dimensionless), same masses:
n=1 l=0: w grid = 3.9200207, formula = 3.9200208 (electron masses)
n=2 l=0: w grid = 3.9821002, formula = 3.9821002 (electron masses)
n=2 l=1: w grid = 3.9846065, formula = 3.9846065 (electron masses)
n=3 l=2: w grid = 3.9932736, formula = 3.9932736 (electron masses)
n=1 l=0 without alpha^2/r^2: w grid = 3.9459929 (electron masses)
n=1 l=0 with delta_l = 0: w formula = 3.9459929 (electron masses)
delta_0 at alpha = 0.4: 0.2000 (dimensionless)
n=1 l=0 at the limit alpha = 1/2: w = 3.773942 (electron masses)
Klein-Gordon 1s energy, m1 = 1, grid = 0.8944271 (electron masses)
1s w - m2 for m2 = 3: 0.9200208 (electron masses)
1s w - m2 for m2 = 10: 0.9036023 (electron masses)
1s w - m2 for m2 = 100: 0.8954183 (electron masses)
1s w - m2 for m2 = 1000: 0.8945271 (electron masses)
recoil coefficient m2*(w-m2-eps): numeric = 0.10000 (electron masses^2)
recoil coefficient (m1^2-eps^2)/2 = 0.10000 (electron masses^2)
```
